# Moving pseudo-core terms in the dynamical matrix of magnetic metals

A partial pseudo-core density is added to the valence density inside the exchange-correlation (xc) energy, because that energy is nonlinear. The core is rigid, but it moves with its atom. This problem traces that motion through the force constants of a collinear magnetic metal.

**Setting.** Labels $a,b$ each denote one Cartesian displacement of one atom; a superscript $a$ is the derivative with respect to it. Spin is $\sigma=\uparrow,\downarrow$. With occupations $f_{i\sigma}$, let $P_\sigma=\sum_i f_{i\sigma}|\psi_{i\sigma}\rangle\langle\psi_{i\sigma}|$. The valence density, including ultrasoft augmentation, is
$$n_\sigma(\mathbf r)=\mathrm{Tr}\,P_\sigma N(\mathbf r),\qquad N(\mathbf r)=|\mathbf r\rangle\langle\mathbf r|+\sum_{I,ij}Q^I_{ij}(\mathbf r-\mathbf R_I)|\beta^I_i\rangle\langle\beta^I_j| .$$
The orbitals obey $\langle\psi_i|S|\psi_j\rangle=\delta_{ij}$ with $S=\int N(\mathbf r)\,d\mathbf r$. Norm-conserving potentials have $Q=0$ and $S=1$. With $n=n_\uparrow+n_\downarrow$, the electronic free energy is
$$A=\sum_\sigma\mathrm{Tr}P_\sigma(T+V_{nl})+\int V_{loc}n+E_H[n]+E_{xc}[n_\sigma+n_{c\sigma}]+\sum_\sigma\int h_\sigma n_\sigma-k_BT\sum_{i\sigma}s(f_{i\sigma}),$$
where $s(f)=-f\ln f-(1-f)\ln(1-f)$ and $h_{\uparrow,\downarrow}=\mp h$ is a fixed, uniform Zeeman term. The core is nonmagnetic, $n_{c\uparrow}=n_{c\downarrow}=n_c/2$, and enters $E_{xc}$ alone; the electrostatics of the ions is in $V_{loc}$. Electron number and temperature are fixed. The ion–ion energy contains no $n_c$ and is left out.

Let $v_\sigma$ and $K_{\sigma\sigma'}$ be the first and second functional derivatives of $E_{xc}$ at the total spin densities. I write $\langle x,y\rangle=\sum_\sigma\int x_\sigma y_\sigma$ and $(Kx)_\sigma=\sum_{\sigma'}\int K_{\sigma\sigma'}x_{\sigma'}$.

## (a) What force does the moving core contribute?

**Solution.** Add the constraints to $A$:
$$L=A-\sum_{ij\sigma}\Lambda_{ij\sigma}(\langle\psi_{i\sigma}|S|\psi_{j\sigma}\rangle-\delta_{ij})-\mu\Big(\sum_{i\sigma}f_{i\sigma}-N_e\Big).$$
Varying an orbital gives $f_iH\psi_i=\sum_j\Lambda_{ji}S\psi_j$ (up to the labelling of the multipliers), with
$$H_\sigma=T+V_{nl}+\int v^{\rm eff}_\sigma N,\qquad v^{\rm eff}_\sigma=V_{loc}+w*n+v_\sigma+h_\sigma,$$
where $w$ is the electron repulsion. Eigenstates $H\psi_i=\varepsilon_iS\psi_i$ solve this with $\Lambda_{ij}=f_i\varepsilon_i\delta_{ij}$. Varying an occupation gives $\varepsilon_i-k_BT\ln[(1-f_i)/f_i]=\mu$, the Fermi function.

Since $L$ is stationary in orbitals and occupations, only explicit position dependence survives in $dA/da$. Put $W_\sigma=\sum_if_i\varepsilon_i|\psi_i\rangle\langle\psi_i|$ and let $H^{[a]}=V_{nl}^a+\int v^{\rm eff}N^a$ be the derivative at fixed potential. Then
$$\frac{dA}{da}=\sum_\sigma\mathrm{Tr}\big(P_\sigma H^{[a]}_\sigma-W_\sigma S^a\big)+\int V_{loc}^an+\langle v,n_c^a\rangle .$$
The last term is the core part of the gradient; the force is its negative.

## (b) How does the core enter the first-order potential?

**Solution.** The xc potential depends on the total spin densities, and both parts change. By the chain rule $v^b_{xc}=K(n^b+n_c^b)$, so
$$v^{{\rm eff},b}=V_{loc}^b+w*n^b+K(n^b+n_c^b).$$
Here $n^b$ is the complete self-consistent valence response, including moving augmentation. The piece $k_b\equiv Kn_c^b$ is known before the self-consistent cycle starts and acts as a source beside $V_{loc}^b$. No $w*n_c^b$ appears, because the core is absent from $E_H$.

For a local functional, using $K_{\uparrow\downarrow}=K_{\downarrow\uparrow}$,
$$k_{b\uparrow}-k_{b\downarrow}=\tfrac12(K_{\uparrow\uparrow}-K_{\downarrow\downarrow})\,n_c^b .$$
A nonmagnetic core thus creates a first-order magnetic field when it moves in a polarised electron gas. In an unpolarised state the two kernels are equal and this field vanishes.

## (c) Differentiate the core force.

**Solution.** In $\langle v,n_c^a\rangle$ both factors depend on $b$. The product rule and (b) give
$$\frac{d}{db}\langle v,n_c^a\rangle=\underbrace{\langle n_c^a,Kn^b\rangle}_{M_{ab}}+\underbrace{\langle v,n_c^{ab}\rangle}_{B_{ab}}+\underbrace{\langle n_c^a,Kn_c^b\rangle}_{G_{ab}} .$$

- $M_{ab}$ couples the displaced core to the valence response.
- $B_{ab}$ is $v_{xc}$ with the second core derivative. As $n_c=\sum_In_c^I(\mathbf r-\mathbf R_I)$, it vanishes unless $a$ and $b$ move the same atom.
- $G_{ab}$ is quadratic in the core displacement. With a local kernel it links different atoms only where their cores overlap; a nonlocal kernel can link them without overlap.

There is no factor $\tfrac12$: these are second derivatives, and the energy to second order is $\tfrac12\sum_{ab}C_{ab}u_au_b$.

*Limit of an isolated core.* Let core $I$ be alone, with no valence density and no other core, and let $v^0$ be its own xc potential. Displacing it translates $v^0$, so $Kn_c^{I\beta}=-\partial_\beta v^0$, while $n_c^{I\alpha}=-\partial_\alpha n_c^I$. Hence
$$B+G=\sum_\sigma\int\big(v^0_\sigma\,\partial_\alpha\partial_\beta n^I_{c\sigma}+\partial_\alpha n^I_{c\sigma}\,\partial_\beta v^0_\sigma\big)=\sum_\sigma\int\partial_\beta\big(v^0_\sigma\,\partial_\alpha n^I_{c\sigma}\big)=0 .$$
The xc energy of a lone core does not depend on its place. Where the core dominates the density near its atom, $B$ and $G$ must therefore largely cancel, and keeping one without the other leaves a large spurious force constant.

## (d) Where else does the core appear in the second derivative?

**Solution.** Differentiate the other terms of (a). In $\mathrm{Tr}P_\sigma H_\sigma^{[a]}$ the matrix $P$, the projectors and the potential all vary. Define $n_\sigma^{[a]}=\mathrm{Tr}P_\sigma N^a$, the density change from moving the augmentation at fixed $P$. Then
$$C_{ab}=\sum_\sigma\mathrm{Tr}\big(P^b_\sigma H^{[a]}_\sigma+P_\sigma H^{[ab]}_\sigma-W^b_\sigma S^a-W_\sigma S^{ab}\big)+\langle n^{[a]},v^{{\rm eff},b}\rangle+\int(V^a_{loc}n^b+V^{ab}_{loc}n)+M_{ab}+B_{ab}+G_{ab},$$
with $H^{[ab]}=V_{nl}^{ab}+\int v^{\rm eff}N^{ab}$. Outside the core block, the displacement of the core acts in two ways:

1. It is a source of $P^b$, $W^b$ and $n^b$ through $k_b$.
2. With augmentation, $v^{{\rm eff},b}$ contains $k_b$, which gives the direct cross term $\langle n^{[a]},Kn_c^b\rangle$. It vanishes for norm-conserving potentials.

In PAW the same expressions hold for the xc term on the smooth grid, with $n$ the valence density that enters that term. The on-site energies add terms of their own in the atomic occupation matrices, but no core-displacement derivative, because the sphere and its core move together.

## (e) Find the metallic response that supplies $n^b$.

**Solution.** Let $H^b=H^{[b]}+\int v^{{\rm eff},b}N$ be the full first-order Hamiltonian. Expand $\psi_i^b=\sum_ja_{ji}\psi_j$ within one spin. Projecting the first-order eigenvalue equation on $\psi_j$, $j\ne i$, gives
$$a_{ji}=\frac{H^b_{ji}-\varepsilon_iS^b_{ji}}{\varepsilon_i-\varepsilon_j},\qquad a_{ii}+a_{ii}^*=-S^b_{ii},\qquad \varepsilon_i^b=H^b_{ii}-\varepsilon_iS^b_{ii};$$
the second relation is normalisation, the third the projection on $\psi_i$. The coefficient of $|\psi_i\rangle\langle\psi_j|$ in $P^b$ is $f_ja_{ij}+f_ia_{ji}^*$, so
$$P^b_{ij}=\frac{(f_i-f_j)H^b_{ij}-(f_i\varepsilon_i-f_j\varepsilon_j)S^b_{ij}}{\varepsilon_i-\varepsilon_j}\quad(i\neq j),\qquad P^b_{ii}=f_i'(\varepsilon_i^b-\mu^b)-f_iS^b_{ii},$$
where $f'=df/d\varepsilon$. For degenerate levels the quotients become derivatives. For $W^b$ the weights are $f_i\varepsilon_i$: replace $f$ by $f\varepsilon$ and $f\varepsilon$ by $f\varepsilon^2$ in the quotient, and use $W^b_{ii}=f_i'\varepsilon_i(\varepsilon_i^b-\mu^b)+f_i\varepsilon_i^b-f_i\varepsilon_iS^b_{ii}$.

Charge conservation requires $\sum_{i\sigma}f'_{i\sigma}(\varepsilon^b_{i\sigma}-\mu^b)=0$, hence
$$\mu^b=\frac{\sum_{i\sigma}f'_{i\sigma}\varepsilon^b_{i\sigma}}{\sum_{i\sigma}f'_{i\sigma}} .$$
Both spins share one Fermi level, so charge can pass between them and the moment can change. Finally
$$n^b_\sigma=\mathrm{Tr}P^b_\sigma N+n^{[b]}_\sigma ,$$
iterated with (b) to self-consistency. The linear response ceases to exist at a magnetic or charge instability, where the linear system becomes singular. Local exchange varies as the power $4/3$ of each total spin density, so its kernel diverges where that density vanishes. This alone does not exclude a response: only the product $K(n^b+n_c^b)$ enters the potential, and it stays finite if the density change vanishes fast enough.

## (f) What happens if $k_b$ is left out of the first-order potential, with all else kept?

**Solution.** Add a fixed external potential $\varphi_\sigma(\mathbf r)$ coupled to $n_\sigma$. Then $\delta A/\delta\varphi_\sigma=n_\sigma$, and equality of mixed derivatives gives
$$\frac{\delta}{\delta\varphi_\sigma(\mathbf r)}\frac{dA}{da}=n^a_\sigma(\mathbf r).$$
Omitting $k_b$ is the same as applying the extra first-order potential $\varphi=-k_b$ while atom $b$ moves. The gradient along $a$ then changes by $-\langle k_b,n^a\rangle=-\langle n_c^b,Kn^a\rangle$, because $K$ is symmetric. The faulty force constants are
$$C'_{ab}=C_{ab}-M_{ba},\qquad C'_{ab}-C'_{ba}=M_{ab}-M_{ba}.$$
The true $C$ is symmetric, being a second derivative, but $M$ in general is not. The omission therefore spoils both value and symmetry. The core block alone also need not be symmetric; the remaining terms restore the balance.

## (g) Check rigid translation and pass to wavevector $\mathbf q$.

**Solution.** Translate all atoms along $\beta$. The summed responses are $-\partial_\beta n_\sigma$ and $-\partial_\beta n_{c\sigma}$, so $K$ acting on their sum gives $-\partial_\beta v_\sigma$. For a fixed atom $I$ and direction $\alpha$, the core row sums to
$$\sum_J(M+B+G)_{I\alpha,J\beta}=\sum_\sigma\int\big(\partial_\alpha n^I_{c\sigma}\,\partial_\beta v_\sigma+v_\sigma\,\partial_\alpha\partial_\beta n^I_{c\sigma}\big)=\sum_\sigma\int\partial_\beta(v_\sigma\,\partial_\alpha n^I_{c\sigma})=0 .$$
The core block obeys its own acoustic sum rule, provided all three terms are kept. On a real-space grid this holds up to the grid resolution.

For a wave, atom $s$ in cell $l$ moves by $u_se^{i\mathbf q\cdot\mathbf R_l}$, and $C_{ss'}(\mathbf q)=\sum_lC_{0s,ls'}e^{i\mathbf q\cdot\mathbf R_l}$; division by $\sqrt{m_sm_{s'}}$ gives the dynamical matrix. Define Bloch sums $x_s^{\mathbf q}=\sum_le^{i\mathbf q\cdot\mathbf R_l}x_{ls}$. They gain the factor $e^{i\mathbf q\cdot\mathbf R_m}$ under a shift by $\mathbf R_m$, as does $z=K(n^{\mathbf q}_{s'}+n^{\mathbf q}_{c,s'})$, since $K$ is lattice periodic. Therefore
$$\int_{\rm all}n_{c,0s}\,z=\sum_l\int_{\rm cell}e^{-i\mathbf q\cdot\mathbf R_l}n_{c,ls}\,z=\int_{\rm cell}(n_{c,s}^{\mathbf q})^*z ,$$
where $n_{c,ls}$ is a first derivative and spin sums are implied. The core block becomes
$$C^{core}_{ss'}(\mathbf q)=\int_{\rm cell}(n_{c,s}^{\mathbf q})^*K(n_{s'}^{\mathbf q}+n_{c,s'}^{\mathbf q})+\delta_{ss'}\int_{\rm all}v\,n_{c,0s}'' .$$
The $v_{xc}$ term is site-diagonal, so it carries no phase and is independent of $\mathbf q$. The Fermi-level shift drops out when $\mathbf q$ is neither zero nor a reciprocal lattice vector: equivalent atoms in different cells have equal $\mu^b$, and their phases sum to zero.

## (h) Evaluate the terms for a magnetic model metal.

**Solution.** Take a one-dimensional ring of length 6 bohr with atoms A and B at 1.0 and 3.5 bohr, three electrons, $k_BT=0.1$ Ha and $h=0.2$ Ha. The repulsion is $e^{-|x|}$ Ha with $x$ in bohr. The xc energy density in atomic units is
$$e_{xc}=-0.5\,(\rho_\uparrow^{4/3}+\rho_\downarrow^{4/3})-0.2\,\frac{\rho_\uparrow\rho_\downarrow}{\rho_\uparrow+\rho_\downarrow},\qquad \rho_\sigma=n_\sigma+n_{c\sigma}.$$
Local potentials, cores, projectors and augmentation are Gaussians; the cores hold 2 and 1 electrons with widths 0.5 and 0.6 bohr. The remaining parameters are in the numerical output. This is a model for testing the formulas, not a material. Its spin polarisation is induced by the Zeeman term $h$; at this temperature the moment vanishes for $h=0$, so it is not a spontaneous magnet.

Without augmentation the moment is 1.321 (number of up minus down electrons) and $-\sum f'=6.34$ per Ha, so the occupations respond to a displacement and the metallic terms of (e) are active. The levels of this small ring are discrete, and the fractional occupations are due to the high temperature: in the limit of low temperature the occupations become integers, $-\sum f'$ tends to zero and the moment tends to 1. The approach is not monotonic: $-\sum f'$ first rises on cooling. Moving A shifts the Fermi level by 0.0047 Ha/bohr and the moment by $-0.093$ per bohr. The core-induced potential differs between the spins by up to 0.017 Ha/bohr on the 40 grid points used (0.018 on a finer grid).

For the AA element, in Ha/bohr²,
$$M+B+G=-0.1592+0.7704-0.6555=-0.0443 .$$
$B$ and $G$ largely cancel, as the isolated-core limit in (c) suggests. Their remainder, $0.1149$, is due to the valence density and the other core, and $M$ outweighs it. The non-core terms give $-0.1412$, so
$$C_{AA}=-0.1412-0.0443=-0.1855\ \text{Ha/bohr}^2=-18.02\ \text{eV/Å}^2 .$$
The negative sign does not by itself mean an unstable lattice, because the ion–ion part is missing. Second differences of the self-consistent free energy also give $-0.185487$ Ha/bohr², equal to all printed digits. The AB element of the core block is $+0.0443$, as the sum rule requires.

If $k_b$ is dropped from the first-order potential, (f) predicts $-0.1855+0.1592=-0.0263$, which is the computed value. About 86% of the correct magnitude is lost, and AB and BA then differ by 0.0030 Ha/bohr².

With augmentation the core block is
$$-0.2240+0.8438-0.6575=-0.0377\ \text{Ha/bohr}^2,$$
and $C_{AA}=-0.1789$ Ha/bohr², or $-17.39$ eV/Å², again matching the energy differences. Dropping $k_b$ now gives $-0.1789+0.2240=+0.0451$ Ha/bohr²: even the sign is wrong.

A ring of three augmented cells tests $q=2\pi/(18\ \text{bohr})=0.349$ bohr⁻¹. Linear response and a frozen displacement wave both give $C_{AA}(q)=-0.175298$ Ha/bohr², and the one-cell Bloch integral reproduces the core block, whose AA element is $-0.0377$. Here $B_{AA}$ is 0.8371 instead of 0.8438. Since $B$ does not depend on $q$, this change reflects a different ground state: the longer ring samples three Bloch wavevectors of the cell instead of one. For the same reason, the difference between $C_{AA}(q)$ and the one-cell value is not a pure phonon dispersion: with three Bloch wavevectors $C_{AA}(q=0)$ is $-0.1846$ instead of $-0.1789$ Ha/bohr², and denser sampling gives $-0.1847$.

## Table of computed values

```
cell 6.0 bohr, 40 points, 3.0 electrons
kT 0.1 Ha, Zeeman shift -/+ 0.2 Ha, step 0.02 bohr
positions A, B (bohr): 1.0 3.5
local areas (Ha bohr): -2.0 -1.5  width (bohr): 0.8
core charges: 2.0 1.0  widths (bohr): 0.5 0.6
projector strengths (Ha bohr): 0.5 0.3  width (bohr): 0.6
xc: exchange 0.5 Ha bohr^(1/3), correlation 0.2 Ha
augmentation strength (bohr): 0.4  width (bohr): 0.5
force constants below in Ha/bohr^2
NC: moment 1.32091, Fermi level 0.31436 Ha
NC: level density at Fermi energy 6.3405 /Ha
NC: A moves: dmu 0.00471 Ha/bohr, dmoment -0.09262 /bohr
NC: max spin difference of core potential 0.01725 Ha/bohr
NC: non-core terms: AA -0.141185, AB 0.141185
NC: core-K-response: AA -0.159172, AB 0.024757
NC: vxc second core: AA 0.770358, AB 0.000000
NC: core-K-core: AA -0.655488, AB 0.019545
NC: core block: AA -0.044302, AB 0.044302
NC: total: AA -0.185487, AB 0.185487
NC: energy differences: AA -0.185487, AB 0.185487
NC: total AA -18.0244 eV/angstrom^2
NC: core missing in potential: AA -0.026315, AB-BA 0.002953
US: moment 1.30110, Fermi level 0.27008 Ha
US: level density at Fermi energy 5.8156 /Ha
US: A moves: dmu 0.00430 Ha/bohr, dmoment -0.05350 /bohr
US: max spin difference of core potential 0.01622 Ha/bohr
US: non-core terms: AA -0.141215, AB 0.141215
US: core-K-response: AA -0.223980, AB 0.017031
US: vxc second core: AA 0.843819, AB 0.000000
US: core-K-core: AA -0.657545, AB 0.020676
US: core block: AA -0.037707, AB 0.037707
US: total: AA -0.178922, AB 0.178922
US: energy differences: AA -0.178922, AB 0.178922
US: total AA -17.3865 eV/angstrom^2
US: core missing in potential: AA 0.045058, AB-BA -0.000803
US, 3 cells: q = 0.349066 /bohr
US, 3 cells: AA(q) response -0.175298, frozen -0.175298
US, 3 cells: core block AA(q) -0.037735
US, 3 cells: vxc second core AA 0.837097
US, 3 cells: core-K-core AA(q) -0.656824
```
